# Barrier and Brønsted Slope from Two Parabolas of Equal Curvature

## What scaling and symmetry fix

Let a reactant and a product each have a parabolic energy along one coordinate $x$, with the same curvature $K$ (energy per length squared), minima a distance $a$ apart, and a product minimum that lies $D$ above the reactant minimum. An exothermic reaction has $D<0$. The height $B$ of the crossing above the reactant minimum can depend on $K$, $a$ and $D$ alone. The only energy that can be formed from $K$ and $a$ is a multiple of $Ka^2$. With the choice

$$L=\tfrac12Ka^2,$$

the height must have the form

$$B=L\,f(u),\qquad u=D/L .$$

Symmetry restricts $f$ further. Seen from the product, the same crossing has height $B-D$. But the reverse reaction is again a pair of equal parabolas at distance $a$, now with reaction energy $-D$. Therefore

$$f(u)-u=f(-u). \tag{1}$$

If $f$ is smooth, differentiating (1) gives $f'(u)-1=-f'(-u)$, and at $u=0$ this is $2f'(0)=1$. The slope $dB/dD=f'(u)$ at fixed $L$ is thus one half for a thermoneutral reaction, before any crossing has been calculated. The symmetry fixes the odd part of $f$ as $u/2$. The even part, and with it the barrier itself, needs the shape of the curves.

## Assumptions and theorem

The two energy curves are

$$E_1(x)=\tfrac12Kx^2,\qquad E_2(x)=\tfrac12K(x-a)^2+D .$$

The reorganisation energy $L=E_1(a)$ is the cost of bringing the reactant to the product geometry while it remains on its own curve. The assumptions are:

1. The curvatures are equal and $|D|<L$.
2. The system follows the lower of the two curves, and the coupling that lets it change curve is too small to alter the energies.
3. Along a series of related reactions $D$ varies while $L$ stays fixed.

**Theorem.** Under these assumptions the barrier from the reactant side is

$$B=\frac{(L+D)^2}{4L}, \tag{2}$$

and its slope along the series is

$$\alpha\equiv\frac{dB}{dD}=\frac12\left(1+\frac DL\right), \tag{3}$$

which equals $1/2$ at $D=0$.

## Lemma: where the curves cross

**Lemma 1.** The curves cross once, at $x^*/a=(L+D)/(2L)$. This point lies between the minima if and only if $|D|<L$.

*Proof.* Expand the square in $E_2$ and subtract $E_1$:

$$E_2-E_1=\tfrac12K(x^2-2ax+a^2)+D-\tfrac12Kx^2=L+D-Kax. \tag{4}$$

The quadratic terms cancel because the curvatures are equal, so the difference is linear and has one zero, $x^*=(L+D)/(Ka)$. Division by $a$ and use of $Ka^2=2L$ give the stated fraction. The condition $0<x^*/a<1$ reads $0<L+D<2L$, that is, $-L<D<L$. ∎

## Proof of the theorem

By (4), $E_1$ is the lower curve for $x<x^*$ and $E_2$ is the lower one for $x>x^*$. Between $0$ and $x^*$ the curve $E_1$ rises; between $x^*$ and $a$ the curve $E_2$ falls. The highest point on the way is therefore the crossing, and

$$B=E_1(x^*)=\tfrac12Ka^2\left(\frac{x^*}{a}\right)^2=L\,\frac{(L+D)^2}{4L^2}=\frac{(L+D)^2}{4L}.$$

Expanding the square gives

$$B=\frac L4+\frac D2+\frac{D^2}{4L}, \tag{5}$$

whose derivative at fixed $L$ is $\tfrac12+D/(2L)$, which is (3). ∎

The reverse barrier is $B-D=L/4-D/2+D^2/(4L)=(L-D)^2/(4L)$, as (1) requires.

**Remark 1: meaning of the slope.** Equation (3) and Lemma 1 give $\alpha=x^*/a$. The slope is the fraction of the way from reactant to product at which the crossing lies. Lowering the product curve moves the crossing towards the reactant, so a more exothermic reaction has an earlier crossing and a barrier less sensitive to further changes of $D$.

**Remark 2: finite changes.** Replacing $D$ by $D+\delta$ in (5) gives

$$\Delta B=\alpha\delta+\frac{\delta^2}{4L}. \tag{6}$$

There is no further term, because $B$ is quadratic in $D$.

**Remark 3: the ends of the range.** As $D\to-L$, the crossing moves to the reactant minimum, and $B$ and $\alpha$ both tend to zero. As $D\to L$, it moves to the product minimum, $B\to L=D$ and $\alpha\to1$; the reverse reaction then has no barrier. For $D<-L$ the product curve already lies below the reactant curve at $x=0$, and it falls all the way to $x=a$. The lower curve has no barrier there, although (2) still returns a positive number. At $D=-1.5L$, for instance, it gives $L/16$, the height of a crossing at $x^*=-a/4$, behind the reactant. That number is not meaningless. A weakly coupled system does not follow the lower curve here: it stays on $E_1$ and, moving classically, can change curve only near this crossing. The height (2) then still acts as the activation energy and grows as the reaction becomes more exothermic. This is the inverted region of electron-transfer theory, which lies outside assumptions 1 and 2.

## From the barrier to the Brønsted slope

A Brønsted plot compares the logarithm of a rate constant $k$ with that of an equilibrium constant $K_{\rm eq}$.

**Lemma 2.** For classical motion with mass $m$, thermal equilibrium in the reactant well, $B\gg k_BT$, motion that stays on the lower curve, and no return after the crossing has been passed,

$$k=\frac{\omega}{2\pi}e^{-B/k_BT},\qquad \omega=\sqrt{K/m}. \tag{7}$$

*Proof.* The rate is the probability density at $x^*$ times the mean one-way velocity. The latter is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv=\sqrt{\frac{k_BT}{2\pi m}} .$$

The density is $e^{-B/k_BT}$ divided by $\int e^{-Kx^2/2k_BT}dx=\sqrt{2\pi k_BT/K}$. The integral may run over all $x$ because the part beyond $x^*$ is negligible when $B\gg k_BT$. In the product of the two factors the temperature cancels from the prefactor, leaving $\sqrt{K/m}/(2\pi)$. ∎

Equal curvatures also give both wells the same classical partition function, so $\ln K_{\rm eq}=-D/k_BT$. At fixed temperature, $L$ and $\omega$,

$$\frac{d\ln k}{d\ln K_{\rm eq}}=\frac{-dB/k_BT}{-dD/k_BT}=\alpha .$$

The slope of the barrier is then also the slope of the Brønsted plot.

## Relaxing the assumptions

**Proposition 1: $L$ drifts along the series.** From (5), $\partial B/\partial L=\tfrac14(1-D^2/L^2)$. If $L$ depends on $D$, the chain rule gives

$$\frac{dB}{dD}=\frac12\left(1+\frac DL\right)+\frac14\left(1-\frac{D^2}{L^2}\right)\frac{dL}{dD}.$$

At $D=0$ this is $\tfrac12+\tfrac14\,dL/dD$. A drift of $dL/dD=0.2$ changes the slope from 0.50 to 0.55. A measured slope different from one half at thermoneutrality therefore need not mean that the crossing is off centre.

**Proposition 2: unequal curvatures.** Let the curvatures be $K_1$ and $K_2$, and let $F_1,F_2$ be the gradients of the curves at the crossing. Differentiating $E_1(x^*)=E_2(x^*)$ with respect to $D$ gives

$$F_1\frac{dx^*}{dD}=F_2\frac{dx^*}{dD}+1,\qquad\text{so}\qquad \frac{dB}{dD}=F_1\frac{dx^*}{dD}=\frac{F_1}{F_1-F_2}.$$

At $D=0$ the crossing between the minima obeys $\sqrt{K_1}\,x^*=\sqrt{K_2}\,(a-x^*)$. Call both sides $c$. Then $F_1=K_1x^*=\sqrt{K_1}\,c$ and $F_2=-K_2(a-x^*)=-\sqrt{K_2}\,c$, and

$$\left.\frac{dB}{dD}\right|_{D=0}=\frac{\sqrt{K_1}}{\sqrt{K_1}+\sqrt{K_2}} .$$

For $K_2/K_1=0.8$ this is 0.53. The symmetry argument fails here because exchanging reactant and product also exchanges the curvatures.

**Proposition 3: finite coupling.** Let a constant coupling $V$, with $0<V<L/2$, mix the two states. The lower eigenvalue of the two-state energy matrix is

$$E_-=\frac{E_1+E_2}{2}-\sqrt{\frac{(E_1-E_2)^2}{4}+V^2}. \tag{8}$$

At $D=0$ its barrier is $(L/2-V)^2/L$. Its slope there, taken against the reaction energy $\Delta$ between the two minima of $E_-$, is still one half.

*Proof.* Put $y=x/a-\tfrac12$. At $D=0$ the mean of the curves is $L(y^2+\tfrac14)$ and half their difference is $Ly$. With $s=\sqrt{L^2y^2+V^2}$, so that $Ly^2=(s^2-V^2)/L$,

$$E_-=\frac{s^2-V^2}{L}+\frac L4-s=\frac{(s-L/2)^2}{L}-\frac{V^2}{L}.$$

The minima lie at $s=L/2$, that is, at $y=\pm y_0$ with $y_0=\sqrt{1/4-V^2/L^2}$. The top lies at $y=0$, where $s=V$. Subtraction gives the barrier.

For the slope, differentiate (8) with respect to $D$ at fixed $x$. Then set $D=0$, where $E_1-E_2=2Ly$ and the root equals $s$:

$$\frac{\partial E_-}{\partial D}=\frac12+\frac{Ly}{2s}.$$

The shift of a stationary point does not contribute at first order. The derivative is $\tfrac12$ at the top and $\tfrac12\pm y_0$ at the product and reactant minima. Hence the barrier changes at the rate $\tfrac12-(\tfrac12-y_0)=y_0$, and $\Delta$ at the rate $2y_0$. Their ratio is $\tfrac12$. ∎

## Example: proton transfer in atomic layer deposition

In one kind of ligand exchange, a surface hydroxyl group gives its proton to an amide ligand of an adsorbed metal precursor, and an amine forms. Consider this transfer alone, before the amine leaves. Take the round model values $L=3$ eV, $D=-0.4$ eV, $a=0.06$ nm and $T=500$ K, and assign all of $L$ to the proton coordinate.

The curvature is $K=2(3)/0.06^2\approx1667$ eV/nm². The crossing lies at $x^*/a=2.6/6=0.433$, or 0.026 nm from the reactant minimum. The forward and reverse barriers are

$$B=\frac{2.6^2}{12}=0.563\ \text{eV}\ (54\ \text{kJ/mol}),\qquad B-D=\frac{3.4^2}{12}=0.963\ \text{eV}.$$

At $D=0$ the barrier would be $L/4=0.75$ eV. The slope is 0.50 there and 0.433 at the example's $D$.

The proton mass gives $\hbar\omega=0.263$ eV and $\omega/2\pi=6.36\times10^{13}$ s⁻¹. With $k_BT=0.0431$ eV, equation (7) gives $k=1.3\times10^8$ s⁻¹. This is a formal reference value, for a proton that always changes curve at the crossing. A coupling weak enough to leave the energies unaltered would not ensure that: for $V=k_BT$ the Landau–Zener formula, averaged over thermal velocities and with repeated passages through the crossing counted, gives a transmission of only about 0.17.

Now make the step 0.1 eV more exothermic at fixed $L$. By (6), $\Delta B=-0.0433+0.0008=-0.0425$ eV, and the rate rises by $e^{0.0425/0.0431}=2.68$. The linear slope alone would give 2.73, so over this interval the curvature of (2) matters little.

## What the crossing formula leaves out

**Curvature.** If the product curvature is 20% smaller, with $a$, $D$ and the reactant curve unchanged, a numerical solution for the crossing gives a barrier of 0.47 eV instead of 0.56 eV. This drop of 0.09 eV alone would multiply the classical rate at 500 K by about 8, at unchanged prefactor.

**Coupling.** Numerical location of the minima and top of (8) gives barriers of 0.47, 0.38 and 0.23 eV for $V=0.1$, 0.2 and 0.4 eV. With the illustrative value $V=0.2$ eV, the lower barrier multiplies the classical rate by 69 at unchanged prefactor.

**Quantised vibration.** The classical partition function of the reactant well is $k_BT/\hbar\omega$. The quantum one, measured from the well bottom, is

$$\sum_{n\ge0}e^{-(n+1/2)\hbar\omega/k_BT}=\frac{1}{2\sinh(\hbar\omega/2k_BT)} .$$

It appears in the denominator of the rate. Replacing the classical value by the quantum one multiplies the rate by

$$\frac{k_BT}{\hbar\omega}\,2\sinh\frac{\hbar\omega}{2k_BT}=3.5,$$

where the uncoupled frequency has been kept. The reactant starts at its zero-point energy of 0.13 eV, not at the bottom of the well.

**Tunnelling.** Let $P(E)$ be the probability of transmission through the barrier of $E_-$, whose top is at $E_t$. Relative to classical passage over the top, the thermal flux is multiplied by

$$\kappa=\frac1{k_BT}\int_{E_0}^{\infty}P(E)\,e^{-(E-E_t)/k_BT}\,dE .$$

A classical $P$, zero below $E_t$ and one above it, gives $\kappa=1$. For $V=0.2$ eV, $P(E)$ was found by numerical integration of the Schrödinger equation, with the energy held constant beyond the two minima. Starting the integral at the reactant zero-point level gives $\kappa\approx40$. Starting it near the well bottom gives about 110. The result thus depends on where the integral starts, and $\kappa$ is only an order-of-magnitude estimate. Holding the energy constant beyond the product minimum also lets the proton leave without return. A closed product well has discrete levels of its own, and a steady transfer rate then requires an exchange of energy with the surroundings. A group of mass 12 u on the same energy surface, started from its own zero-point level, has $\kappa\approx2.2$.

These values hold the particle on $E_-$. A light particle does not follow the lower curve completely when $V$ is only 0.2 eV. If both coupled states are kept in the Schrödinger equation, $\kappa$ falls to about 9 for the proton and about 1.5 for the 12 u group.

Together, coupling, quantised vibration and tunnelling raise the classical proton rate by a factor of about $10^4$ if the proton is held on $E_-$, and about $2\times10^3$ if both states are kept. In this model (2) describes how the crossing energy responds to $D$, but (7) is not a usable estimate of the absolute proton-transfer rate. Nor does the slope of the quantum rate stay near 0.43 at the example's $D$: with the flux integral started at the reactant zero-point level, it is 0.22 on $E_-$ alone and 0.24 with both states kept; started near the well bottom, it is 0.28 and 0.29. The equality of barrier slope and Brønsted slope was derived for the classical rate. It nearly survives for the 12 u group, whose quantum rate has a slope of about 0.41, against 0.42 for the barrier of $E_-$; for the proton it fails.

**The model beside the real process.** The temperature and the other parameters are illustrative, not fitted to a precursor or a process. The quantum of 0.26 eV is well below that of a free hydroxyl stretch, roughly 0.45 eV, and so stands for a strongly hydrogen-bonded proton. At fixed $a$ and mass, $L$ grows as $(\hbar\omega)^2$; the free-hydroxyl value would raise $L$ to about 9 eV and the crossing height to about 2 eV. The barrier therefore depends strongly on how the hydrogen bond is represented. In a real exchange the metal–ligand bond and the surface also move, so assigning all of $L$ to the proton is the assumption most open to doubt. The 12 u result shows how far it matters for tunnelling: if a heavy group carried the motion, $\kappa$ would fall from about 40 to about 2 on $E_-$ alone, or from about 9 to about 1.5 with both states kept.
